# Dirac-Fock fine-structure splittings that survive the nonrelativistic limit

**Question**

Put two electrons in the $2p_{1/2}$ shell of carbon. The shell is full, so there is one determinant with $J=0$, and it is the natural jj label for the ground level $^3P_0$. The configuration $2p_{1/2}2p_{3/2}$ with $J=1$ is the label for $^3P_1$. Without spin-orbit coupling these two levels are degenerate, so I raised $c$ in a Dirac-Fock calculation and expected $E(J{=}1)-E(J{=}0)\to0$. It goes to $-0.0479$ hartree. For sodium, with one $3p$ electron and only the term $^2P$ available, the doublet splitting goes to $0.32\ \mathrm{cm^{-1}}$, also not zero. The Dirac-Coulomb Hamiltonian has the Schrödinger limit. Is this a bug, and would Dirac-Kohn-Sham avoid it?

**Answer**

It is not a bug. The Hamiltonian has the right limit, but the set of trial functions need not. Carbon and sodium fail for different reasons. I use Hartree atomic units, a point nucleus and no Breit term; a single jj configuration means one antisymmetric state of good $J$ with one radial function per $(n,\kappa)$.

### The full $p_{1/2}$ shell is not a triplet

With $p_m$ the orbital of $l_z=m$, the large components have the angular parts
$$a=\sqrt{\tfrac23}\,p_1\!\downarrow-\sqrt{\tfrac13}\,p_0\!\uparrow,\qquad b=\sqrt{\tfrac13}\,p_0\!\downarrow-\sqrt{\tfrac23}\,p_{-1}\!\uparrow .$$
These coefficients do not contain $c$. Since $S^2=\tfrac34+\tfrac34+2\,\mathbf s_1\!\cdot\mathbf s_2$, the determinant has a direct and an exchange term:
$$\langle S^2\rangle=\tfrac32+2\Big(\langle a|\mathbf s|a\rangle\!\cdot\!\langle b|\mathbf s|b\rangle-\sum_k|\langle a|s_k|b\rangle|^2\Big).$$
The direct part has only $z$ components, $\tfrac12(\tfrac13-\tfrac23)=-\tfrac16$ and $+\tfrac16$, with product $-\tfrac1{36}$. For exchange, $s_+b=\sqrt{1/3}\,p_0\!\uparrow$ gives $\langle a|s_+|b\rangle=-\tfrac13$, while $s_-$ and $s_z$ give zero. The sum over $k$ is $\tfrac12(|s_+|^2+|s_-|^2)+|s_z|^2=\tfrac1{18}$. So $\langle S^2\rangle=\tfrac32-\tfrac16=\tfrac43$. A triplet has $S^2=2$, so the triplet weight is $w=\tfrac23$. The $J=0$ levels of $p^2$ are $^3P_0$ and $^1S_0$, hence one third of the large-component part of the state is $^1S_0$ for every $c$, and as $c\to\infty$ that part is the whole state.

### What survives as $c\to\infty$

The radial equations, without rest mass, are
$$(V-\varepsilon)P+c\Big(-\frac{d}{dr}+\frac{\kappa}{r}\Big)Q=0,\qquad c\Big(\frac{d}{dr}+\frac{\kappa}{r}\Big)P+(V-2c^2-\varepsilon)Q=0,$$
with $\kappa=+1$ for $p_{1/2}$ and $-2$ for $p_{3/2}$. For large $c$ the second gives $Q=(P'+\kappa P/r)/2c$. In the first, the terms $\mp\kappa P'/r$ cancel and the kinetic term is $\tfrac12[-P''+\kappa(\kappa+1)P/r^2]$, with $\kappa(\kappa+1)=2$ for both. The one-electron operator forgets $j$. The two-electron angular coefficients do not. They are also the same for $PP$ and $QQ$ densities, because the small-component angular spinor is $-\boldsymbol\sigma\!\cdot\!\hat u$ times the large one ($\hat u=\mathbf r/r$) and $(\boldsymbol\sigma\!\cdot\!\hat u)^2=1$.

To get those coefficients, expand $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\hat u_1\!\cdot\!\hat u_2)$ and define $R^k[f,g]=\iint f(r)g(r')\,r_<^k/r_>^{k+1}\,dr\,dr'$, $F^k(a,b)=R^k[P_a^2,P_b^2]$, $G^k(a,b)=R^k[P_aP_b,P_aP_b]$. Take real orbitals $p_a=\sqrt{3/4\pi}\,\hat u_a$. The sphere average of four components is $(\delta\delta+\delta\delta+\delta\delta)/15$, so
$$T_{ab,ef}=\int p_ap_b\,\hat u_e\hat u_f\,d\Omega=\tfrac15(\delta_{ab}\delta_{ef}+\delta_{ae}\delta_{bf}+\delta_{af}\delta_{be}).$$
With $P_2(x)=\tfrac32x^2-\tfrac12$ and $\sum_{ef}T_{ab,ef}T_{cd,ef}=\tfrac1{25}[(3+2+2)\delta_{ab}\delta_{cd}+2\delta_{ac}\delta_{bd}+2\delta_{ad}\delta_{bc}]$, the $k=2$ factor is
$$g^2(ab|cd)=\tfrac1{25}\big[-2\,\delta_{ab}\delta_{cd}+3\,\delta_{ad}\delta_{bc}+3\,\delta_{ac}\delta_{bd}\big],$$
because $\tfrac{21}{50}-\tfrac12=-\tfrac2{25}$. The $k=0$ factor is $\delta_{ab}\delta_{cd}$. Read as the operator $\langle ac|g|bd\rangle$, the three tensors are the identity, the orbital swap, and three times the projector on the $L=0$ state $\sum_a|aa\rangle/\sqrt3$. With $F_2=F^2(2p,2p)/25$ the terms lie at $F^0$ plus $(-2-3)F_2=-5F_2$ for $^3P$ (antisymmetric in orbit), $(-2+3)F_2=F_2$ for $^1D$, and $(-2+3+9)F_2=10F_2$ for $^1S$.

### Carbon: the angular fault

The Coulomb operator does not connect different terms, so a jj state has the weighted mean energy. For $(\tfrac12\tfrac12)_0$ it is $\tfrac23(-5)+\tfrac13(10)=0$. The state $(\tfrac32\tfrac32)_0$ is the orthogonal combination, $w=\tfrac13$, at $+5F_2$. The only $J=1$ level is $^3P_1$, so $(\tfrac12\tfrac32)_1$ is pure, at $-5F_2$. For $(\tfrac12\tfrac32)_2$ the $M=2$ determinant of $a$ with $p_1\!\uparrow$ has weight $\tfrac23$ on $|p_1\!\downarrow p_1\!\uparrow|$ ($M_L=2$, $^1D$) and $\tfrac13$ on $|p_0\!\uparrow p_1\!\uparrow|$ ($M_S=1$, $^3P$), giving $-F_2$; its partner $(\tfrac32\tfrac32)_2$ has $w=\tfrac23$ and $-3F_2$.

Freeze one radial function and add $\zeta\sum\mathbf l\cdot\mathbf s$, where $\zeta$ is the average of $\xi(r)=V'/(2c^2r)$, so $\zeta\propto c^{-2}$. Let $s_j=\langle\mathbf l\cdot\mathbf s\rangle=\tfrac12[j(j+1)-2-\tfrac34]$, which is $-1$ for $j=\tfrac12$ and $+\tfrac12$ for $j=\tfrac32$. Then
$$E(J{=}1)-E(J{=}0)=\big(-5F_2-\tfrac12\zeta\big)-(-2\zeta)=-5F_2+\tfrac32\zeta\;\to\;-\tfrac15F^2 .$$
The cure is to mix the two $J=0$ states. With $^3P_0$ amplitudes $\sqrt{2/3}$ and $\sqrt{1/3}$, the off-diagonal element has magnitude $|-5-10|\sqrt{2/9}\,F_2=5\sqrt2F_2$. The diagonal elements are $-2\zeta$ and $5F_2+\zeta$, and the lower root is
$$E_-=\tfrac12(5F_2-\zeta)-\tfrac12\sqrt{225F_2^2+30F_2\zeta+9\zeta^2}.$$
Write the square root as $15F_2\sqrt{1+y}$ with $y=2\zeta/15F_2+\zeta^2/25F_2^2$. Then $\sqrt{1+y}=1+\zeta/15F_2+(\tfrac1{50}-\tfrac1{450})\zeta^2/F_2^2+\dots$, and $E_-=-5F_2-\zeta-2\zeta^2/15F_2$. The interval becomes $\tfrac12\zeta+2\zeta^2/15F_2\to0$. In the opposite limit $\zeta\gg F_2$, second-order perturbation theory gives $E_-\approx-2\zeta-50F_2^2/(3\zeta+5F_2)$, and the single configuration becomes good. The error of the single configuration, $-2\zeta-E_-$, falls from $5F_2$ at $\zeta=0$ toward $50F_2^2/3\zeta$. Along a series of $p^2$ atoms in which $\zeta$ grows and $F_2$ does not, it therefore shrinks, and the computed trend of the $J{=}1$–$J{=}0$ interval along the series is distorted.

Numbers, on the $^3P$ Hartree-Fock orbitals: $F^2=0.243302$, $F_2=0.009732$, $-F^2/5=-0.048660$. Choose $\zeta=1.30\times10^{-4}$ at $c_0=137.036$, of the size suggested by carbon's measured fine structure; it is an input, and without the Breit term the Dirac-Coulomb value is larger. The single configuration gives $-0.048660+0.000195=-0.048465$. The mixed one gives $6.5\times10^{-5}+2(1.30\times10^{-4})^2/(15\times0.009732)=6.523\times10^{-5}$, or $14.3\ \mathrm{cm^{-1}}$, with weight $0.6679$ on $(\tfrac12\tfrac12)_0$. The single-configuration order is correct only above $\zeta=10F_2/3=0.03244$, that is, in this frozen model, for $c<0.0633\,c_0$. There $Z/c\approx0.7$, where frozen orbitals and $\zeta\propto c^{-2}$ no longer hold, so the figure only shows how far carbon is from the jj regime.

Self-consistency changes little. For $J=1$ the valence energy is $F^0(-,+)-\tfrac15G^2(-,+)$: a direct $F^2$ term is absent because two angular momenta $\tfrac12$ cannot couple to rank 2, $G^0$ is absent because $j\ne j'$, and the $G^2$ coefficient must give $-5F_2$ for equal radial functions. The closed $s$ shells act through a spin-free spherical operator, blind to $j$. At $c=\infty$ the functional is therefore symmetric in $P_-\leftrightarrow P_+$. At the Hartree-Fock point the two gradients are equal and their sum vanishes, so each vanishes. The computed $E(J{=}1)=-37.68855987$ equals the ROHF $^3P$ energy. The $J=0$ state relaxes by $0.000766$ to $-37.64066577$, and the interval is $-0.048660+0.000766=-0.047894$, or $-10511.5\ \mathrm{cm^{-1}}$.

Subtracting this limit does not repair the interval: the model leaves $\tfrac32\zeta$ where $\tfrac12\zeta$ is right. The self-consistent remainder at $c_0$ is $-0.04762491+0.04789410=2.69\times10^{-4}$. It exceeds the model's $1.95\times10^{-4}$ mainly because $\zeta$ there is a chosen input: read as $\tfrac32\zeta$, the remainder corresponds to $\zeta\approx1.8\times10^{-4}$. It also holds a much smaller spin-free $c^{-2}$ part, not separated here. This has two sources: the two states relax separately, and the two-electron Darwin term $-\pi\,\delta(\mathbf r_{12})/c^2$, which vanishes for the $^3P$ valence pair, acts on the $^1S_0$ third of the $J=0$ state even with frozen orbitals.

### Dirac-Kohn-Sham

The projectors on the $j$ shells are linear in $\mathbf l\cdot\mathbf s$, which has two eigenvalues: $\Pi_{1/2}=(1-2\,\mathbf l\cdot\mathbf s)/3$ and $\Pi_{3/2}=(2+2\,\mathbf l\cdot\mathbf s)/3$. In the real basis $(l_k)_{ab}=-i\epsilon_{kab}$ is antisymmetric, so $\hat u_a(l_k)_{ab}\hat u_b=0$. The spin-density matrix of the full $p_{1/2}$ shell, $(3P^2/4\pi r^2)\,\hat u_a\Pi_{ab}\hat u_b$, is then $P^2/4\pi r^2$ times the unit matrix: spherical, with zero magnetization at every point. A functional of density and magnetization sees an unpolarized atom.

Compare $|p_1\!\uparrow p_{-1}\!\uparrow|$, which has $M_S=1$ and is pure $^3P$. Its angular density is $2(3/8\pi)\sin^2\theta=(2-2P_2)/4\pi$. With frozen orbitals the kinetic, nuclear and spherical Hartree parts agree. The quadrupole part $-P_2/2\pi$, using $\int P_2(\cos\theta_1)P_2(\hat u_1\!\cdot\!\hat u_2)\,d\Omega_1=\tfrac{4\pi}5P_2(\cos\theta_2)$ and $\int P_2^2\,d\Omega=\tfrac{4\pi}5$, adds $\tfrac12(2\pi)^{-2}(4\pi/5)^2F^2=\tfrac2{25}F^2$ to the triplet. In LDA (Slater exchange, VWN correlation) on the same carbon orbitals,
$$E(jj)-E(^3P)=(-4.773747+4.837515)-0.019464=0.044304,$$
close to the Hartree-Fock $0.048660$. LDA gives different $^3P$ determinants somewhat different energies, so the figure belongs to this determinant, and relaxation is left out. Spinors that are free to break $j$ and time-reversal symmetry can reach the polarized state, at the price of losing $J$. This covers carbon only; the sodium doublet in Dirac-Kohn-Sham is not examined here.

### Sodium: the radial fault

The core $2p_{1/2}^2\,2p_{3/2}^4$ is spherical, so the energy of the valence electron $v$ does not depend on $m_j$ and may be averaged over it. Shells then interact through $q'q''[F^0-\sum_k\Lambda^kG^k]$, halved in the core double sum, where $\Lambda^k$ is the exchange factor averaged over both shells and $q=2j+1$ for a full shell, 1 for $v$. Both projectors obey $\Pi_j/(2j+1)=(1+2s_j\,\mathbf l\cdot\mathbf s)/6$. On the six $p$ spin orbitals, traces are sums over the core shells:
$$\sum q's'=2(-1)+4(\tfrac12)=0,\qquad\sum q's'^2=2+1=3 .$$
In the exchange average, $\delta_{ab}\delta_{cd}$ gives the trace of the product of normalized projectors, $(6+12s_js_{j'})/36=\tfrac16+\tfrac13s_js_{j'}$. The tensor $\delta_{ad}\delta_{bc}$ traces each over orbit separately, leaving $\tfrac12$ times the unit spin matrix, with spin trace $2\cdot\tfrac14=\tfrac12$. The tensor $\delta_{ac}\delta_{bd}$ transposes one orbital matrix, which flips $\mathbf l$ and gives $\tfrac16-\tfrac13s_js_{j'}$. Hence
$$\Lambda^0=\tfrac16+\tfrac13s_js_{j'},\qquad\Lambda^2=\tfrac1{25}\big[-\tfrac13+\tfrac32+\tfrac12-\tfrac53s_js_{j'}\big]=\tfrac1{15}-\tfrac1{15}s_js_{j'} .$$
Call the coefficients of $s_js_{j'}$ $\lambda_0=\tfrac13$ and $\lambda_2=-\tfrac1{15}$.

Set $c=\infty$. If both core shells share a radial function $\phi$, the $\lambda$ terms drop out by $\sum q's'=0$, and both $j$ have the LS-restricted energy $E_R$. Start from its optimum. Any change of the two core functions is $\delta P'=t+s'u$, and the energy is already stationary against $t$, the $s$ orbitals and $v$. Take $P'=(1-\tfrac12s'^2\langle u|u\rangle)\phi+s'u$ with $u\perp\phi$. Define $\langle f|K^k_g|h\rangle=R^k[fg,gh]$ and $\langle f|J^k_g|h\rangle=R^k[fh,gg]$.

First order. Terms with averaged coefficients carry $\sum q's'=0$. The core-core $\lambda$ term carries $(\sum q's'^2)(\sum q''s'')=0$. The core-valence $\lambda$ term survives: $-s_j\sum_k\lambda_k\sum q's'\cdot2s'R^k[uv,v\phi]=-6s_j\sum_k\lambda_k\langle u|K^k_v|\phi\rangle$. Also $v$ must stay orthogonal to the core function of its own $j$, so $\delta v=-s_j\langle u|v\rangle\phi$. This costs $2\langle\delta v|\mathcal F_v|v\rangle$, where $\mathcal F_v$ is the Fock operator of the core alone. Together,
$$\delta^{(1)}E=-6s_j\langle u|b\rangle,\qquad b=\sum_k\lambda_kK_v^k\phi+\tfrac13\langle\phi|\mathcal F_v|v\rangle\,v .$$

Second order. Varying one shell in the field of the rest gives $\sum q's'^2\langle u|\mathcal F_\phi-\varepsilon|u\rangle=3\langle u|\mathcal F_\phi-\varepsilon|u\rangle$, with $\mathcal F_\phi$, $\varepsilon$ the restricted core Fock operator and orbital energy; $-\varepsilon$ comes from the normalization. Cross terms carry $s's''$. In the direct term they sum to $(\sum q's')^2=0$. In exchange the pair density is $\phi\phi+(s'+s'')\phi u+s's''uu$, so the $s's''$ part of $G^k$ is $2R^k[\phi\phi,uu]+2R^k[\phi u,\phi u]$. The averaged coefficient again gives zero, and $\lambda_ks's''$ gives $-\tfrac12\cdot3^2\cdot2\lambda_k\langle u|J_\phi^k+K_\phi^k|u\rangle$. The core couplings of $u$ to $t$ and to the $s$ shells vanish by the same zero sum. I drop the second-order terms that involve the diffuse $v$ through $\lambda_k$ or through orthogonality; this is the one approximation beyond truncation at second order. Then
$$E-E_R=3\langle u|A|u\rangle-6s_j\langle u|b\rangle,\qquad A=\mathcal F_\phi-\varepsilon-3\sum_k\lambda_k(J^k_\phi+K^k_\phi).$$
For $A$ positive on functions orthogonal to $\phi$, the minimum is at $u=s_jA^{-1}b$, and
$$E_j(\infty)-E_R\approx-s_j^2D,\qquad D=3\langle b|A^{-1}|b\rangle,\qquad\Delta(\infty)=E_{3/2}-E_{1/2}\approx\tfrac34D .$$
The variation $s'u$ is a core excitation weighted with $\mathbf l\cdot\mathbf s$, of rank $L=1$, $S=1$, $J=0$. Coupled to the valence electron it contains total $^2P$ with an amplitude proportional to $s_j$. Each level thus collects some correlation energy, $j=\tfrac12$ four times as much as $j=\tfrac32$.

Numbers: along the unit vector $\hat e\propto A^{-1}b$ the gradient for $j=\tfrac12$ is $6\langle\hat e|b\rangle=6.30778\times10^{-3}$, and $|A^{-1}b|=6.043\times10^{-4}$. So $D=\tfrac12\times6.30778\times10^{-3}\times6.043\times10^{-4}=1.906\times10^{-6}$. The predicted lowerings from $E_R=-161.786121614$ are $1.9058\times10^{-6}$ and $4.7644\times10^{-7}$; full self-consistency gives $1.9232\times10^{-6}$ and $4.7640\times10^{-7}$, ratio $4.037$. The offset is $1.4468\times10^{-6}$ ($0.3175\ \mathrm{cm^{-1}}$), against $\tfrac34D=1.4293\times10^{-6}$ ($0.3137\ \mathrm{cm^{-1}}$).

| $c/c_0$ | $\Delta$ (cm⁻¹) | $(\Delta-\Delta(\infty))(c/c_0)^2$ |
|---|---|---|
| 1 | 16.5589 | 16.2414 |
| 2 | 4.3704 | 16.2115 |
| 4 | 1.3303 | 16.2040 |
| 8 | 0.5707 | 16.2021 |

The offset is 1.92% of $\Delta(c_0)$. Subtraction leaves a $c^{-2}$ law; the steps in the last column, $0.0299$, $0.0075$ and $0.0019$, fall by about four per doubling of $c$, as a $c^{-4}$ term does. The law alone does not certify the coefficient: the carbon remainder scales the same way, $-0.04787727+0.04789410=1.683\times10^{-5}$ at $4c_0$, about $\tfrac1{16}$ of its value at $c_0$. Subtraction moves the sodium result away from the measured doublet of roughly $17\ \mathrm{cm^{-1}}$, so nearness to experiment is no test while the Breit term and correlation are missing.

Forcing equal core radial functions is not a clean cure. At finite $c$ the core's own spin-orbit energy $\sum q's'\langle P'|\xi|P'\rangle$ adds $+6\langle u|\beta\rangle$ with $\beta=\xi\phi$, which replaces $s_jb$ by $s_jb-\beta$. With $\xi$ taken as a local function and the valence terms dropped as before, the minimum becomes $-s_j^2D+6s_j\langle\beta|A^{-1}|b\rangle-3\langle\beta|A^{-1}|\beta\rangle$. The middle term is linear in $s_j$ and of order $c^{-2}$: a real core-polarization part of the fine structure, lost if $u$ is forbidden.

This fault is absent for closed shells, where no $v$ drives $u$ (provided $A$ is positive, so that $u=0$ is a minimum), for an $s$ valence electron, where $s_j=0$, and for one electron outside $s$ shells only, where no $u$ exists.

### The numerical check

The numerical check builds the $p^2$ Coulomb matrix by quadrature on the sphere and confirms the terms, the five weights and energies, $5\sqrt2$, $\Lambda^k$ and the vanishing magnetization. Its radial Dirac-Fock code, in an even-tempered Gaussian basis, is tested against the exact one-electron $2p$ splitting for $Z=11$ ($0.024457$ against $0.024463$) and against independent RHF, ROHF, generalized Hartree-Fock and LDA energies. The limit is taken both with a one-component code and by extrapolation in $c^{-2}$; for sodium $(4\times2.60023-6.06118)/3=1.44658$ against $1.44676$, in units of $10^{-6}$. The gradient formula agrees with finite differences of the energy, $6.30777\times10^{-3}$ for $j=\tfrac12$ and $-3.15389\times10^{-3}$ for $j=\tfrac32$.

## Values computed for the example and the checks

```
c0 = 137.035999 a.u.
1 Eh = 219474.63 cm^-1
p2 CSF sum(l.s)=-2.0 J=0: w(3P)=0.6667, E-F0=+0.0 F2
p2 CSF sum(l.s)=-0.5 J=1: w(3P)=1.0000, E-F0=-5.0 F2
p2 CSF sum(l.s)=-0.5 J=2: w(3P)=0.3333, E-F0=-1.0 F2
p2 CSF sum(l.s)=+1.0 J=2: w(3P)=0.6667, E-F0=-3.0 F2
p2 CSF sum(l.s)=+1.0 J=0: w(3P)=0.3333, E-F0=+5.0 F2
basis: s 0.03*2.5^n (n=0..17), p 0.008*2.3^n (n=0..15) bohr^-2
Z=11 one-electron 2p splitting, basis = 0.024457 Eh
Z=11 one-electron 2p splitting, exact = 0.024463 Eh
C DF E(J=1)-E(J=0), c=1c0 = -0.04762491 Eh
C DF E(J=1)-E(J=0), c=4c0 = -0.04787727 Eh
C DF E(J=1)-E(J=0), c=8c0 = -0.04788989 Eh
C DF E(J=1)-E(J=0), c=inf = -0.04789410 Eh
C E(J=0,inf) = -37.64066577 Eh
C E(J=1,inf) = -37.68855987 Eh
C offset at inf = -10511.5 cm^-1
C F^2(2p,2p) = 0.243302 Eh
C F2 = 0.009732 Eh
C -F^2/5 = -0.048660 Eh
C relaxation of J=0 below frozen value = -0.000766 Eh
C ROHF 3P (pyscf) = -37.68855987 Eh
C frozen (p1/2)^2 minus 3P (pyscf GHF) = 0.048660 Eh
input zeta(c0) = 1.30e-04 Eh
model c=1c0: single CSF -0.048465 Eh, CI 6.5231e-05 Eh (14.317 cm^-1), weight (1/2)^2 0.6679
model c=8c0: single CSF -0.048657 Eh, CI 1.0157e-06 Eh (0.223 cm^-1), weight (1/2)^2 0.6667
sign change at zeta=10F2/3 = 0.03244 Eh
i.e. at c/c0 = 0.0633 
LDA Exc (p1/2)^2 = -4.773747 Eh
LDA Exc 3P det = -4.837515 Eh
Hartree term 2F^2/25 = 0.019464 Eh
LDA E(jj)-E(3P det), radial = 0.044304 Eh
same, pyscf = 0.044304 Eh
Na+ jj code, c=inf = -161.67667647 Eh
Na+ RHF (pyscf) = -161.67667647 Eh
Na Delta, c=1c0: 7.54481e-05 Eh = 16.5589 cm^-1
Na Delta, c=2c0: 1.99130e-05 Eh = 4.3704 cm^-1
Na Delta, c=4c0: 6.06118e-06 Eh = 1.3303 cm^-1
Na Delta, c=8c0: 2.60023e-06 Eh = 0.5707 cm^-1
Na Delta, c=inf: 1.44676e-06 Eh = 0.3175 cm^-1
Na Richardson limit = 1.44658e-06 Eh
Na (Delta-offset)*(c/c0)^2, c=1c0 = 16.2414 cm^-1
Na (Delta-offset)*(c/c0)^2, c=2c0 = 16.2115 cm^-1
Na (Delta-offset)*(c/c0)^2, c=4c0 = 16.2040 cm^-1
Na (Delta-offset)*(c/c0)^2, c=8c0 = 16.2021 cm^-1
Na E_R (LS-restricted) = -161.786121614 Eh
Na |u| = 6.043e-04 
Na D = 1.9058e-06 Eh
j=1/2 gradient: finite diff 6.30777e-03, formula 6.30778e-03 Eh
j=1/2 E(inf)-E_R: SCF -1.9232e-06, -s^2 D -1.9058e-06 Eh
j=3/2 gradient: finite diff -3.15389e-03, formula -3.15389e-03 Eh
j=3/2 E(inf)-E_R: SCF -4.7640e-07, -s^2 D -4.7644e-07 Eh
ratio of lowerings = 4.037 
3D/4 = 1.4293e-06 Eh
3D/4 = 0.3137 cm^-1
offset share of Delta(c0) = 1.92 %
```
